\section*{Charge-Pumping Current and Its Emission-Limited Energy Window for Trapezoidal Pulses, part 1}

(Sections cited here and not found follow in the second part.)

\section{From trap occupancy to the energy window}

An n-channel MOSFET on a p-type substrate with acceptor density $N_A$ has its source, drain and substrate grounded. The gate voltage $V_G$ follows a periodic trapezoid of frequency $f$. It rests at $V_{\rm top}$, falls linearly to $V_{\rm base}$ in the time $t_f$, rests there, and rises linearly back in the time $t_r$. The top level puts the surface into inversion and the base level puts it into accumulation. The oxide interface, of area $A$, carries $D_{it}$ traps per unit area and per eV, with $D_{it}$ independent of energy. A direct current is found in the substrate lead. The problem is to calculate it, and to find which traps contribute.

Trap energies $E$ are measured from the intrinsic level at the surface, taken as midgap, so the band edges lie at $\pm E_g/2$. A trap therefore keeps its value of $E$ when the bands bend. Energies are in eV, and $kT$ next to an energy is in eV too. The thermal voltage is $U=kT/q$, with $q>0$ the elementary charge.

\subsection*{(a) Capture and emission}

Write the rate equation for the probability $\theta$ that a trap at energy $E$ holds an electron. Express both emission rates through the capture cross sections.

\paragraph{Solution.} Four processes change $\theta$. An empty trap can capture an electron from the conduction band or emit a hole to the valence band, and both fill it. A full trap can emit an electron or capture a hole, and both empty it. With surface densities $n_s$ and $p_s$,
\begin{equation}
\frac{d\theta}{dt}=(c_nn_s+e_p)(1-\theta)-(e_n+c_pp_s)\theta .
\label{rate}
\end{equation}
The capture coefficients are $c_n=v\sigma_n$ and $c_p=v\sigma_p$, where $v$ is a thermal speed, taken equal for both carriers. The cross sections $\sigma_n,\sigma_p$ are assumed independent of energy.

In equilibrium each process is balanced by its own reverse. Let $F$ be the Fermi level measured from the same zero as $E$. For non-degenerate carriers $n_s=n_ie^{F/kT}$ and $p_s=n_ie^{-F/kT}$, with $n_i$ the intrinsic density. The occupancy satisfies $(1-\theta)/\theta=e^{(E-F)/kT}$, where a possible degeneracy factor of the trap is absorbed in $E$. The electron balance $e_n\theta=c_nn_s(1-\theta)$ gives
\begin{equation}
e_n=c_nn_ie^{F/kT}e^{(E-F)/kT}=v\sigma_nn_i\,e^{E/kT}.
\label{en}
\end{equation}
The hole balance $e_p(1-\theta)=c_pp_s\theta$ gives
\begin{equation}
e_p=c_pn_ie^{-F/kT}e^{-(E-F)/kT}=v\sigma_pn_i\,e^{-E/kT}.
\label{ep}
\end{equation}
The Fermi level has cancelled. The rates are taken to keep these values when the trap is out of equilibrium, because emission depends on the trap and the lattice temperature rather than on the free carriers. Electrons leave fastest from traps near the conduction band, and holes from traps near the valence band.

\subsection*{(b) Surface densities under the gate}

Relate $V_G$ to the surface potential $\psi_s$. Find the flat-band and threshold voltages, $V_{FB}$ and $V_T$, and the surface densities there.

\paragraph{Solution.} The free carriers are assumed to follow the gate quickly. Source, drain and substrate are at the same potential, so the free carriers share one Fermi level. With $\psi$ the potential relative to the neutral substrate,
\begin{equation}
p=N_Ae^{-\psi/U},\qquad n=\frac{n_i^2}{N_A}e^{\psi/U}.
\label{np}
\end{equation}
Let $r=n_i/N_A$. Neutrality in the bulk fixes the ionized doping at $N_A(1-r^2)$, so the charge density is
\[
\rho=-qN_A\left[1-e^{-\psi/U}+r^2(e^{\psi/U}-1)\right].
\]
Poisson's equation is $\psi''=-\rho/\varepsilon_s$. Multiplying it by $\psi'$ and integrating from the bulk, where $\psi=\psi'=0$, gives $\psi_s'^2/2=(qN_A/\varepsilon_s)G(\psi_s)$ with
\begin{equation}
G=U\left(e^{-\psi_s/U}-1\right)+\psi_s
+r^2\left[U\left(e^{\psi_s/U}-1\right)-\psi_s\right].
\label{G}
\end{equation}
The displacement at the surface is continuous into the oxide, whose capacitance per area is $C_{ox}$. Trap charge is neglected in this electrostatic relation. Adding the potential drops in silicon and oxide gives
\begin{equation}
V_G=V_{FB}+\psi_s+{\rm sgn}(\psi_s)
\frac{\sqrt{2q\varepsilon_sN_A\,G(\psi_s)}}{C_{ox}} .
\label{gate}
\end{equation}
Flat band means $\psi_s=0$, where $p_s=N_A$. Threshold is defined by $\psi_s=2\phi_B$ with $\phi_B=U\ln(N_A/n_i)$, where \eqref{np} gives $n_s=N_A$. At that point $r^2e^{\psi_s/U}=1$. The two terms $-U$ and $+U$ in $G$ cancel, and $G=2\phi_B$ up to terms of relative order $r^2$. Hence
\begin{equation}
V_T-V_{FB}=2\phi_B+\frac{\sqrt{4q\varepsilon_sN_A\phi_B}}{C_{ox}}>0 .
\label{span}
\end{equation}
Between these two voltages both surface densities are below $N_A$. The electron density falls away from threshold and the hole density away from flat band, both exponentially in $\psi_s$.

\subsection*{(c) The charge that reaches the substrate lead}

Show that the mean substrate current counts electron--hole recombination at the traps, and that it vanishes for a steady gate voltage.

\paragraph{Solution.} Define the net capture rates of one trap,
\[
R_n=c_nn_s(1-\theta)-e_n\theta,\qquad
R_p=c_pp_s\theta-e_p(1-\theta).
\]
Equation \eqref{rate} is $d\theta/dt=R_n-R_p$. After the start-up cycles $\theta$ is periodic, so its change over one period is zero and
\begin{equation}
N(E)\equiv\oint R_p\,dt=\oint R_n\,dt .
\label{N}
\end{equation}
Holes enter and leave through the substrate. Electrons enter and leave through source and drain, provided that those released at the surface return there. The charge stored in the depletion, accumulation and inversion layers is also periodic, and its charging currents average to zero. What remains is a charge $qN(E)$ per trap and period, supplied by the substrate as holes and matched by electrons from source and drain. Counted positive when it enters the device at the substrate contact, the current is
\begin{equation}
I_{cp}=qAf\int D_{it}N(E)\,dE .
\label{current0}
\end{equation}
At a steady gate voltage the trap reaches equilibrium with carriers that share one Fermi level. Detailed balance then makes $R_n$ and $R_p$ vanish separately. The pumped charge needs a trap that is filled from one band and emptied into the other because the surface changes faster than emission can follow.

\subsection*{(d) One pulse period for one trap}

Assume that both captures are negligible while $V_G$ lies between $V_T$ and $V_{FB}$, and that capture is complete on the plateaus. Find the time available for emission on each edge, and then $N(E)$.

\paragraph{Solution.} Let $\Delta V=V_{\rm top}-V_{\rm base}$. On the falling edge $V_G=V_{\rm top}-\Delta V\,t/t_f$, which passes $V_T$ at $t=t_f(V_{\rm top}-V_T)/\Delta V$ and $V_{FB}$ at $t=t_f(V_{\rm top}-V_{FB})/\Delta V$. The difference is the time $t_e$ left for electron emission. The same subtraction on the rising edge gives the time $t_h$ for hole emission:
\begin{equation}
t_e=t_f\frac{V_T-V_{FB}}{\Delta V},\qquad
t_h=t_r\frac{V_T-V_{FB}}{\Delta V}.
\label{times}
\end{equation}

Follow a trap that is full at the end of the top plateau. Until the falling gate voltage reaches $V_T$, the channel refills the trap after any emission. From then on it emits its electron at the rate $e_n$, and the probability that it is still full at $V_{FB}$ is $e^{-e_nt_e}$. The surface then fills with holes, and a remaining electron recombines with one of them. The number of holes captured is $e^{-e_nt_e}$, and the trap ends empty. On the rising edge the surface holes keep it empty up to $V_{FB}$, and between $V_{FB}$ and $V_T$ it emits a hole with probability $1-e^{-e_pt_h}$. Above $V_T$ the traps that are still empty capture channel electrons, and the cycle closes. Holes captured minus holes emitted give
\begin{equation}
N(E)=e^{-e_nt_e}-\left(1-e^{-e_pt_h}\right).
\label{profile}
\end{equation}
The electron count agrees: $e^{-e_pt_h}$ electrons are captured and $1-e^{-e_nt_e}$ are emitted.

Hole emission on the falling edge and electron emission on the rising edge have been left out. From \eqref{en} and \eqref{ep}, the product
\begin{equation}
(e_nt_e)(e_pt_h)=v^2\sigma_n\sigma_pn_i^2t_et_h
\label{product}
\end{equation}
is the same for every trap, and it must be very small for the present treatment. If the edge times are comparable, a trap that loses its electron on the falling edge then has no time to be refilled by hole emission. A trap with fast hole emission has slow electron emission and simply stays full. The argument for the rising edge is the same with the carriers exchanged.

Near midgap both exponents are small and $N\simeq1$. Near the conduction band the electron returns to the band it came from, and $N\simeq0$. Near the valence band the captured hole is returned, and again $N\simeq0$. These limits also cover traps that the Fermi level does not sweep past on the plateaus, if they lie well outside the emission edges: their initial occupancy does not matter, because no net charge crosses between the bands.

\subsection*{(e) The width of the contributing window}

Integrate $N(E)$ over the gap. Find the positions of two sharp edges that would enclose the same area.

\paragraph{Solution.} Put $x=E/kT$, $L=E_g/(2kT)$ and
\begin{equation}
a=v\sigma_nn_it_e,\qquad b=v\sigma_pn_it_h ,
\label{ab}
\end{equation}
so that $e_nt_e=ae^x$ and $e_pt_h=be^{-x}$. The width $\Delta E=\int N\,dE$ is
\[
\Delta E=kT\int_{-L}^{L}\left[e^{-ae^x}+e^{-be^{-x}}-1\right]dx
=kT\,[J(a)+J(b)-2L].
\]
Here $J(a)=\int_{-L}^{L}e^{-ae^x}dx$, and the second term became $J(b)$ through $x\to-x$. With $u=ae^x$ and $dx=du/u$,
\[
J(a)=\int_{ae^{-L}}^{ae^{L}}\frac{e^{-u}}{u}\,du .
\]
Let both emission edges lie well inside the gap, so that $ae^L\gg1$ and $\delta=ae^{-L}\ll1$. The upper limit may then be replaced by infinity. Integration by parts gives
\[
\int_\delta^\infty\frac{e^{-u}}{u}du
=-e^{-\delta}\ln\delta+\int_\delta^\infty e^{-u}\ln u\,du
\simeq-\ln\delta-\gamma ,
\]
where $\gamma=-\int_0^\infty e^{-u}\ln u\,du=0.5772\ldots$ is Euler's constant. Since $\ln\delta=\ln a-L$,
\begin{equation}
J(a)=L-\ln a-\gamma,\qquad J(b)=L-\ln b-\gamma .
\label{J}
\end{equation}
The half-gaps cancel in the sum:
\begin{equation}
\Delta E=-kT\left[\ln(ab)+2\gamma\right].
\label{width}
\end{equation}

A sharp upper edge at $E_e$ would give $J(a)=L+E_e/kT$. A sharp lower edge at $E_h$ would give $J(b)=L-E_h/kT$. Comparison with \eqref{J} yields
\begin{equation}
E_e=-kT(\ln a+\gamma),\qquad E_h=kT(\ln b+\gamma).
\label{edges}
\end{equation}
The falling edge of the pulse thus sets the upper limit, through electron emission, and the rising edge sets the lower limit, through hole emission. The energies lost are $E_g/2-E_e$ next to the conduction band and $E_g/2+E_h$ next to the valence band.

The constant $\gamma$ has a simple origin. A sharp cutoff at $e_nt_e=1$ would count as fully active all traps that emit more slowly than this. At that energy, however, a trap keeps its electron with probability $e^{-1}$, less than one half, and the profile is not symmetric about this point. The equal-area edge lies $\gamma kT$ nearer to midgap, where $e_nt_e=e^{-\gamma}$. The same shift occurs at the lower edge.

\section{The current, its limits and a silicon example}

The first half gave the following results. The gate swings by $\Delta V$ with full edge times $t_r$ and $t_f$. Electron emission has the time $t_e=t_f(V_T-V_{FB})/\Delta V$ on the falling edge, and hole emission has $t_h=t_r(V_T-V_{FB})/\Delta V$ on the rising edge. With $a=v\sigma_nn_it_e$ and $b=v\sigma_pn_it_h$, the active traps lie between $E_h=kT(\ln b+\gamma)$ and $E_e=-kT(\ln a+\gamma)$, measured from midgap, and $\Delta E=E_e-E_h$. Each active trap passes one elementary charge per period to the substrate lead. The capture coefficients are $c_n=v\sigma_n$ and $c_p=v\sigma_p$, and $U=kT/q$.

\subsection*{(f) The current and how it depends on the pulse}

Write the current in terms of the pulse parameters. State how it changes with edge time, amplitude and frequency.

\paragraph{Solution.} For uniform $D_{it}$ the current is $qAfD_{it}\Delta E$. The product of the emission times is $t_et_h=t_rt_f[(V_T-V_{FB})/\Delta V]^2$. Taking half the logarithm of $ab$ gives
\begin{align}
I_{cp}&=qAfD_{it}\,\Delta E,\label{Icp}\\
\Delta E&=-2kT\left[\ln\!\left(vn_i\sqrt{\sigma_n\sigma_p\,t_rt_f}\;
\frac{V_T-V_{FB}}{\Delta V}\right)+\gamma\right].\label{main}
\end{align}
The argument of the logarithm is dimensionless and much smaller than one, so $\Delta E$ is positive.

The following rules hold as far as the emission limits stay fixed at $V_T$ and $V_{FB}$; part (i) shows the size of the correction. At fixed amplitude, lengthening one edge tenfold removes $kT\ln10$ from the window, on the side which that edge controls. At fixed edge times a larger $\Delta V$ widens the window, because the gate crosses the interval from $V_T$ to $V_{FB}$ faster. At fixed slopes $\Delta V/t_r$ and $\Delta V/t_f$ the amplitude drops out. The current is proportional to $f$ if the edge times are held fixed and the plateaus still allow complete capture. If the whole waveform is compressed in time instead, the edges shorten as $1/f$, and the charge per period grows by $2qAD_{it}kT\ln10$ per decade of frequency.

Formula \eqref{main} fails when $ab$ is no longer small, because the two emission edges then overlap. It also fails when an edge reaches a band edge or the limit of the range swept by the Fermi level.

The substrate current is now expressed through the pulse parameters and the width of an energy window, whose upper limit is set by electron emission on the falling edge and whose lower limit is set by hole emission on the rising edge. It remains to evaluate the result for a silicon transistor, test the emission limits $V_T$ and $V_{FB}$ against the full rate equation, obtain $D_{it}$ from the dependence on edge times, and compare the model with real devices.
